# Weak-localisation magnetoconductance and the phase-coherence length of a diffusive film, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the areas of closed trajectories

### The form fixed by dimensions and symmetry

An electron diffuses in a thin film with diffusion constant $D$ and keeps its phase for a time $\tau_\phi$. A weak magnetic field $B$ perpendicular to the film changes the interference of waves that return to their starting point. Suppose that long trajectories control this change, so that neither the mean free path nor the Fermi wavelength enters separately. The available quantities are then $e$, $\hbar$, $D$, $\tau_\phi$ and $B$. Since $eB/\hbar$ is an inverse area and $D\tau_\phi$ is an area, they form one dimensionless number, $eBD\tau_\phi/\hbar$. In two dimensions conductivity and conductance have the same unit, that of $e^2/\hbar$. Hence

$$\Delta\sigma(B)\equiv\sigma_{xx}(B)-\sigma_{xx}(0)=\frac{e^2}{\hbar}\,f\!\left(\frac{eBL_\phi^2}{\hbar}\right),\qquad L_\phi=\sqrt{D\tau_\phi}.$$

A mirror plane that contains the current and the film normal reverses $B$ but leaves $\sigma_{xx}$ unchanged. If the disorder has this symmetry on average, $f$ is even. If it is also smooth at zero, it starts as the square of its argument. The field scale is therefore a number times $\hbar/(eL_\phi^2)$. The remaining task is to find that number, the function and its sign, and to show that short trajectories do drop out.

### Model and conventions

The algebra uses atomic units, $\hbar=e=m_e=1$, with magnetic force $v\times B$ in magnitude; the sign of the charge will not matter. The film has one occupied subband, two spin directions and an isotropic band. Its Fermi velocity is $v_F$, its Fermi wave number $k_F$, and $\nu$ is the density of states per area and per spin. Short-range static disorder scatters isotropically with mean free time $\tau$, so that $l=v_F\tau$ and $D=v_F^2\tau/2$. We take $k_Fl\gg1$ and $\tau_\phi\gg\tau$, and neglect spin-orbit and magnetic scattering. Results are of leading order in $1/(k_Fl)$. Changes of the conductivity through electron-electron interaction are left out, except that such collisions may contribute to $\tau_\phi$.

### From absorbed power to paths

An electric field $E\cos\omega t$ along $x$ couples through a vector potential of amplitude $E/\omega$. The matrix element for absorption between states $\alpha$ and $\beta$ has magnitude $E|v_{\alpha\beta}|/(2\omega)$, where $v$ is the $x$ velocity. The golden rule, less emission, gives the power absorbed by both spins in an area $S$:

$$\frac{S\sigma E^2}{2}=2\omega\sum_{\alpha\beta}2\pi\frac{E^2|v_{\alpha\beta}|^2}{4\omega^2}(f_\alpha-f_\beta)\,\delta(\varepsilon_\beta-\varepsilon_\alpha-\omega).$$

Here $f_\alpha$ is the occupation. As $\omega\to0$ at zero temperature, $(f_\alpha-f_\beta)/\omega$ becomes $\delta(E_F-\varepsilon_\alpha)$, and

$$\sigma=\frac{2\pi}{S}\,\mathrm{Tr}\,[v\,\delta(E_F-H)\,v\,\delta(E_F-H)].$$

With $G^{R,A}=(E_F-H\pm i0)^{-1}$, the delta function is $i(G^R-G^A)/(2\pi)$. The two mixed products in the trace are equal and add up to

$$\sigma=\frac{1}{\pi S}\,\mathrm{Tr}\,[v\,G^R\,v\,G^A].\tag{1}$$

The products $G^RG^R$ and $G^AG^A$ are dropped. After averaging, both factors have their poles on the same side of the real energy axis, and the integral over energy vanishes to leading order.

Let the random potential have correlation $W\delta(\mathbf r-\mathbf r')$. The golden rule gives $1/\tau=2\pi\nu W$, and the averaged function is $G^R(k)=(-\xi_k+i/2\tau)^{-1}$, with $\xi_k=\varepsilon_k-E_F$. The product of separately averaged functions in (1) gives

$$\sigma_0=\frac1\pi\,\frac{v_F^2}{2}\,\nu\int\frac{d\xi}{\xi^2+1/4\tau^2}=\frac1\pi\,\frac{v_F^2}{2}\,\nu\,(2\pi\tau)=2\nu D .$$

This is the classical conductivity, and it fixes the normalisation.

Now expand $G^R$ in sequences of scatterers. Equation (1) multiplies the amplitude of one sequence by the conjugate amplitude of another. Unrelated sequences have random relative phases and average out at leading order. A sequence paired with itself gives classical transport; for isotropic scattering it adds nothing to $\sigma_0$, because the velocity is forgotten after one collision. There remains the sequence paired with its reverse. Without a field or spin coupling the Hamiltonian is real, propagation between two points has the same amplitude in both directions, and the two amplitudes are equal.

### The prefactor

Let the first path enter a sequence with momentum $\mathbf k$ and leave with $\mathbf k'$. Between collisions it has momentum $\mathbf p$ while its reversed partner has $\mathbf Q-\mathbf p$, where $\mathbf Q=\mathbf k+\mathbf k'$ is the same throughout. One collision and one flight contribute

$$\Pi(Q)=W\int\!\frac{d^2p}{(2\pi)^2}\,G^R(\mathbf p)\,G^A(\mathbf Q-\mathbf p).$$

For $Q\ll k_F$, $\xi_{\mathbf Q-\mathbf p}=\xi_p-u$ with $u=\mathbf v\cdot\mathbf Q$. Closing the energy contour around the pole at $\xi=i/2\tau$ gives

$$\int\frac{d\xi}{(\xi-i/2\tau)(\xi-u+i/2\tau)}=\frac{2\pi i}{i/\tau-u}=\frac{2\pi\tau}{1+iu\tau}.$$

Since $2\pi\nu W\tau=1$, an average over directions for $Ql\ll1$ yields

$$\Pi(Q)=\left\langle\frac1{1+i\tau\mathbf v\cdot\mathbf Q}\right\rangle\simeq1-\frac{\tau^2v_F^2Q^2}{2}=1-D\tau Q^2 .$$

The linear term vanishes by symmetry. Loss of phase memory at rate $1/\tau_\phi$ removes a further $\tau/\tau_\phi$ per flight. Sequences of all lengths form a geometric series,

$$\Gamma(Q)=\frac{W}{1-\Pi(Q)}=\frac{W}{\tau}\,\frac{1}{DQ^2+1/\tau_\phi}.$$

A single collision is its own reverse and should not be counted twice. Removing it changes $\Gamma$ by the constant $W$, which does not affect the small-$Q$ singularity.

The incoming and outgoing flights supply four Green functions and two velocities. At small $Q$, $\mathbf k'\simeq-\mathbf k$, so the velocities are opposite. This is the origin of the negative sign:

$$-\frac{v_F^2}{2}\nu\int\frac{d\xi}{(\xi^2+1/4\tau^2)^2}=-\frac{v_F^2}{2}\nu\,(4\pi\tau^3)=-2\pi\nu v_F^2\tau^3 .$$

The integral is $\pi/(2a^3)$ with $a=1/2\tau$. An additional collision linking the two end parts produces two factors, each odd in $\mathbf k$ at $Q=0$. Each is then at most linear in $Q$; their product cancels the $1/Q^2$ singularity and is dropped.

Inserting the end factor and $\Gamma$ into (1), and using $\nu W=1/(2\pi\tau)$, we find

$$\delta\sigma=-\frac1\pi\,2\pi\nu v_F^2\tau^3\,\frac W\tau\int\!\frac{d^2Q}{(2\pi)^2}\frac1{DQ^2+1/\tau_\phi}
=-\frac{2D}{\pi}\int\!\frac{d^2Q}{(2\pi)^2}\frac1{DQ^2+1/\tau_\phi}.$$

A numerical test took $E_F\tau=500$ and $Ql=0.05$, with the end factor evaluated at $Q=0$ and $\Pi(Q)$ not expanded in $Q$. It gave 1.0019 times the coefficient found here.

Writing the denominator as a time integral turns this into a statement about closed trajectories:

$$\delta\sigma=-\frac{2D}{\pi}\int dt\,e^{-t/\tau_\phi}P(t),\qquad P(t)=\int\!\frac{d^2Q}{(2\pi)^2}e^{-DQ^2t}=\frac1{4\pi Dt}.\tag{2}$$

$P(t)$ is the classical probability density for return after time $t$. Constructive interference makes return more likely and conduction poorer. The integral diverges logarithmically at short times, where diffusion fails and a cutoff near $\tau$ is needed. The field-induced difference will not need one.

### The phase of a loop

A field adds to an amplitude the line integral of the vector potential. For a closed path this is $BA$, where $A$ is the signed area; for the reversed path it is $-BA$. If the common amplitude is $a$, the cross term is

$$a e^{iBA}\left(a e^{-iBA}\right)^*=|a|^2e^{2iBA}.$$

The conjugation makes the phases add. Positive and negative areas are equally likely, so the return density in (2) is multiplied by $\langle\cos2BA\rangle$. The ends of the path lie within about $l$ of each other; the phase from this gap is negligible if $Bl^2\ll1$. The bending of a free flight is neglected too.

The effect on return can also be seen in a wave calculation. Ten disordered square lattices of $20\times20$ sites had site energies spread uniformly between $-1.25$ and $1.25$ hopping energies. For a particle starting at site $r$, the long-time average return probability is $\sum_n|\psi_n(r)|^4$ when the levels are not degenerate. The contribution of states with energies between $-2$ and $-1$ hopping energies, relative to evenly spread states, was 4.02 without field. It was 2.69 with a flux phase of 0.15 per lattice cell. The drop is consistent with the mechanism. The mean free path is about six sites, however, so this flux has $Bl^2$ near 5 and lies outside the weak-field range; these small lattices do not test the diffusive law.

### The distribution of areas

A Brownian path closed after time $t$ has weight $\exp[-\int_0^t\dot{\mathbf r}^2ds/(4D)]$. Let $\omega_n=2\pi n/t$ and expand about the mean position:

$$x=\sum_{n\ge1}(a_n\cos\omega_ns+b_n\sin\omega_ns),\qquad y=\sum_{n\ge1}(c_n\cos\omega_ns+d_n\sin\omega_ns).$$

Orthogonality over one period turns the exponent into

$$-\frac{t}{8D}\sum_n\omega_n^2(a_n^2+b_n^2+c_n^2+d_n^2).$$

All coefficients are thus independent Gaussian variables with variance $g_n=4D/(t\omega_n^2)$. The signed area is

$$A=\int_0^tx\dot y\,ds=\frac t2\sum_n\omega_n(a_nd_n-b_nc_n).$$

Consider $\langle e^{i\lambda a_nd_n}\rangle$ with $\lambda=Bt\omega_n$. The average over $d_n$ is $e^{-\lambda^2g_na_n^2/2}$, and the average of that over $a_n$ is $(1+\lambda^2g_n^2)^{-1/2}$. The pair $b_n,c_n$ gives the same factor. Moreover,

$$\lambda g_n=\frac{4BD}{\omega_n}=\frac{2BDt}{\pi n}.$$

With $x_B=2BDt$, Euler's product for the hyperbolic sine gives

$$\langle\cos2BA\rangle=\prod_{n\ge1}\left(1+\frac{x_B^2}{\pi^2n^2}\right)^{-1}=\frac{x_B}{\sinh x_B}.\tag{3}$$

Expanding both sides, $1-2B^2\langle A^2\rangle=1-x_B^2/6$, so $\langle A^2\rangle=D^2t^2/3$. A loop of duration $t$ has a typical area of order $Dt$.

Equation (3) was tested by summing over all closed walks on a square lattice at $x_B=1.5$. The mean phase factor was 0.70753 for 60 steps and 0.70521 for 240 steps, against 0.70446 from (3). The error fell by a factor of about four when the number of steps was quadrupled, as expected for a lattice correction inversely proportional to that number.

### The integral over durations

Subtracting the zero-field form of (2) from its form in a field gives

$$\Delta\sigma=\frac1{2\pi^2}\int_0^\infty\frac{dt}{t}\,e^{-t/\tau_\phi}\left[1-\frac{2BDt}{\sinh(2BDt)}\right].\tag{4}$$

At short times the bracket is proportional to $t^2$. The integral therefore converges, and the lower limit may be set to zero when $BD\tau\ll1$ and $\tau\ll\tau_\phi$. This is the promised disappearance of short trajectories. The bracket is positive, so the conductance rises with field.

Set $s=4BDt$ and $z=1/(4BD\tau_\phi)$. The integral in (4) becomes

$$I(z)=\int_0^\infty ds\,e^{-zs}\left[\frac1s-\frac1{2\sinh(s/2)}\right].$$

Differentiate with respect to $z$ and use $1/[2\sinh(s/2)]=\sum_{n\ge0}e^{-(n+1/2)s}$:

$$I'(z)=-\frac1z+\sum_{n=0}^{\infty}\frac1{(n+\tfrac12+z)^2}=-\frac1z+\psi'(z+\tfrac12).$$

Here $\psi$ is the digamma function, the logarithmic derivative of the gamma function, and the sum is the standard series for its derivative. Integration gives $I=\psi(z+\tfrac12)-\ln z$ plus a constant. Both $I$ and this difference vanish as $z\to\infty$, so the constant is zero. With ordinary units restored,

$$\boxed{\Delta\sigma=G_0\left[\psi\!\left(\frac12+\frac{B_\phi}{B}\right)-\ln\frac{B_\phi}{B}\right],\quad G_0=\frac{e^2}{2\pi^2\hbar},\quad B_\phi=\frac{\hbar}{4eL_\phi^2}.}\tag{5}$$

This is written for $B>0$; for either sign, $B$ is replaced by $|B|$.

## Second derivation: the modes of pair diffusion

### Symbols and results carried over

The film has diffusion constant $D$, elastic time $\tau$, mean free path $l$ and phase-coherence time $\tau_\phi$, with $L_\phi^2=D\tau_\phi$. In atomic units $G_0=1/(2\pi^2)$ and $B_\phi=1/(4L_\phi^2)$; we write $z=B_\phi/B$ for positive $B$. From the first half we take the correction due to reversed paths,

$$\delta\sigma=-\frac{2D}{\pi}\,C(\mathbf r,\mathbf r),\tag{6}$$

where, at zero field, $C(\mathbf r,\mathbf r)$ is the integral of $1/(DQ^2+1/\tau_\phi)$ over $d^2Q/(2\pi)^2$. We also take $\Pi(Q)=1-D\tau Q^2$ for one flight, and the fact that the phases of a path and its reverse add. The area distribution and the time integral are not used in deriving the law (5) again.

The areas of closed trajectories have given the law (5), including its sign and the field scale $B_\phi$. It remains to derive the same law from the modes of pair diffusion, to compare what the two derivations assume, and to apply the law to a gallium arsenide quantum well.
